# Capacitance and the Centroid of Bias-Induced Charge in a Schottky Structure

## Two sheets of charge

Put a metal face at $x=0$ and a medium of permittivity $\varepsilon$ at $x>0$. Let the metal gain a charge $\Delta Q$ per area, balanced by a thin sheet of charge $-\Delta Q$ at $x=a$. By Gauss's law the added field is $\Delta Q/\varepsilon$ between them and zero beyond the sheet. The added voltage is therefore $\Delta V=a\,\Delta Q/\varepsilon$. With $C=\Delta Q/\Delta V$,

$$\frac{\varepsilon}{C}=a .$$

Now split the balancing charge into fractions $f_1$ at $a_1$ and $f_2$ at $a_2$, with $f_1+f_2=1$. Poisson's equation is linear in the charge, so the voltages add:

$$\Delta V=\frac{\Delta Q}{\varepsilon}(f_1a_1+f_2a_2),\qquad
\frac{\varepsilon}{C}=f_1a_1+f_2a_2 .$$

The capacitance gives the mean position of the added charge. There need not be any charge at that position. A semiconductor replaces the two sheets by a continuous distribution, which itself depends on the voltage. That dependence makes the distribution harder to find, but does not alter the relation between its first moment and the voltage.

## Statement and conventions

The semiconductor occupies $0<x<L$, with $L$ in uniform neutral bulk. All quantities depend on $x$ alone, and $\varepsilon$ is constant. The applied voltage $V$ is that of the metal relative to the bulk, so reverse bias on n-type material is negative. The metal charge per area is $Q_m$, and $\rho(x)$ is the total charge density in the semiconductor. The symbol $\Delta$ denotes the second static bias state minus the first. The claim is

$$\boxed{\frac{\varepsilon}{C}=\bar x\equiv
\frac{\int_0^L x\,\Delta\rho\,dx}{\int_0^L\Delta\rho\,dx}},
\qquad C=\frac{\Delta Q_m}{\Delta V},\qquad \Delta Q_m\ne0. \tag{1}$$

For a finite voltage change, $C$ is the secant capacitance. As $\Delta V\to0$ it becomes the differential capacitance $dQ_m/dV$, and $\bar x$ becomes the centroid of the differential charge change. It is not the centroid of the whole space charge.

The applied voltage must be related to the electrostatic potential $\phi$. Let $\Phi_B$ be the barrier from the metal Fermi level to the conduction-band edge at the interface, and $\zeta$ the energy from the bulk electron Fermi level to the bulk band edge. The metal Fermi level lies at $-qV$ relative to the bulk one, where $q>0$ is the elementary charge. The band edge is therefore at $-qV+\Phi_B$ at the interface and at $\zeta$ in the bulk. Since the band edge follows $-q\phi$,

$$\phi(0)-\phi(L)=V-\frac{\Phi_B-\zeta}{q}. \tag{2}$$

If $\Phi_B$ and $\zeta$ do not change with bias and no voltage is lost in series resistance, then

$$\Delta\phi(0)-\Delta\phi(L)=\Delta V. \tag{3}$$

This is where the fixed barrier enters. An interface dipole that changes with bias would add another voltage to (3).

## Proof

In each state the field $E=-d\phi/dx$ obeys $\varepsilon\,dE/dx=\rho$. Subtracting the two equations gives

$$\varepsilon\frac{d\Delta E}{dx}=\Delta\rho. \tag{4}$$

Charge that is the same in both states cancels, whatever its spatial profile. Integrating (4) gives

$$\int_0^L\Delta\rho\,dx
=\varepsilon\Delta E(L)-\varepsilon\Delta E(0). \tag{5}$$

The field vanishes inside the metal, so Gauss's law at its face gives $\varepsilon\Delta E(0)=\Delta Q_m$. In the neutral bulk $\Delta E(L)=0$, and therefore

$$\int_0^L\Delta\rho\,dx=-\Delta Q_m. \tag{6}$$

For the first moment, multiply (4) by $x$ and integrate by parts:

$$\int_0^L x\Delta\rho\,dx
=\varepsilon\big[x\Delta E\big]_0^L
-\varepsilon\int_0^L\Delta E\,dx. \tag{7}$$

The boundary term is zero at $x=0$ because of the factor $x$, and at $L$ because $\Delta E(L)=0$. The remaining integral follows from $\Delta E=-d\Delta\phi/dx$ and (3):

$$\int_0^L\Delta E\,dx=\Delta\phi(0)-\Delta\phi(L)=\Delta V.$$

Hence

$$\int_0^L x\Delta\rho\,dx=-\varepsilon\Delta V. \tag{8}$$

Dividing (8) by (6) cancels the two minus signs:

$$\bar x=\frac{\varepsilon\Delta V}{\Delta Q_m}
=\frac{\varepsilon}{C}.$$

No depletion edge, doping profile or carrier statistics was used. The density $\rho$ may contain electrons, holes, dopants and traps, provided that all charge which changes is counted.

The condition $\Delta E(L)=0$ is a limit. In uniform n-type bulk with donor density $N$ and nondegenerate electrons, set $u=[\phi-\phi(L)]/V_T$, with $V_T=kT/q$. The charge density is $\rho=qN(1-e^u)\approx-qNu$ for small $u$. Poisson's equation then reads

$$u''=\frac{u}{L_D^2},\qquad
L_D=\sqrt{\frac{\varepsilon V_T}{qN}} .$$

The solution that decays into the bulk varies as $e^{-x/L_D}$, and so does its field. The neglected terms $\varepsilon\Delta E(L)$ in (5) and $\varepsilon L\Delta E(L)$ in (7) both vanish as $L$ grows, since the exponential outweighs the factor $L$.

## Where the centroid can lie

Suppose that the charge density is a local function of potential and position, and that it falls as the potential rises. Define $\kappa=-\partial\rho/\partial\phi>0$. A small static change obeys

$$\varepsilon\,\delta\phi''=\kappa\,\delta\phi,\qquad
\delta\rho=-\kappa\,\delta\phi, \tag{9}$$

with $\delta\phi(0)=\delta V$ and $\delta\phi(L)=0$. Take $\delta V>0$. If $\delta\phi$ were negative anywhere, it would have a negative interior minimum. There $\delta\phi''\ge0$, while (9) requires $\delta\phi''<0$, a contradiction. Thus $\delta\phi\ge0$ and $\delta\rho\le0$ throughout. For $\delta V<0$ both signs reverse.

The normalized charge change is then a non-negative weight, and $\bar x$ lies inside the semiconductor. If some mechanism produces changes of both signs, (1) still holds under its own assumptions, but $\bar x$ is a signed mean and may lie outside the region where charge changes.

## Uniform doping with a smooth edge

Uniform doping allows the capacitance and the centroid to be found separately. Let $\psi=\phi(L)-\phi(0)$ be the band bending and $v=\psi/V_T>0$, so that $u(0)=-v$. The electrons have a flat quasi-Fermi level and density $n=Ne^u$; holes are neglected. Poisson's equation is

$$u''=\frac{e^u-1}{L_D^2}. \tag{10}$$

Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$\frac{(u')^2}{2}=\frac{e^u-1-u}{L_D^2}.$$

Since $u$ rises from $-v$ to zero, the positive root applies:

$$u'(0)=\frac{\sqrt{2g}}{L_D},\qquad g=v-1+e^{-v}. \tag{11}$$

The metal charge is $Q_m=\varepsilon E(0)=-\varepsilon V_Tu'(0)$. Equation (2) gives $dV=-V_T\,dv$, so

$$C=\frac{dQ_m}{dV}=\varepsilon\frac{du'(0)}{dv}
=\frac{\varepsilon}{L_D}\frac{1-e^{-v}}{\sqrt{2g}},$$

and

$$\frac{\varepsilon}{C}=L_D\frac{\sqrt{2(v-1+e^{-v})}}{1-e^{-v}}. \tag{12}$$

For the centroid, differentiate (10) to obtain $(u')''=e^u u'/L_D^2$. This is the equation obeyed by a small change $\delta u$, and both functions decay into the bulk. The decaying solution is unique up to a factor, so $\delta u\propto u'$. Physically, a small bias change translates the profile. It follows that $\delta\rho\propto n\,\delta u\propto n\,u'=dn/dx$, and the centroid is

$$\bar x=\frac{\int_0^L x\,(dn/dx)\,dx}{n(L)-n(0)}
=\frac{\int_0^L(N-n)\,dx}{N(1-e^{-v})}.$$

The second form comes from integration by parts with $n(L)=N$. By (10), $N-n=-NL_D^2u''$, whose integral is $NL_D^2u'(0)$. Inserting (11) reproduces (12), now from the charge profile rather than from $dQ_m/dV$.

There are two useful limits:

- For $v\gg1$, (12) gives $\bar x\approx L_D\sqrt{2(v-1)}$, or $\bar x^2\approx2\varepsilon(\psi-V_T)/(qN)$. The sharp-edge width $L_D\sqrt{2v}$ lacks the thermal correction $-V_T$.
- For $v\to0$, $g\approx v^2/2$ and $1-e^{-v}\approx v$, so $\bar x\to L_D$. This is the mean position of a change that decays as $e^{-x/L_D}$.

The spread of the charge change follows from its second moment. Integration by parts gives

$$\overline{x^2}=\frac{2\int_0^L x(N-n)\,dx}{N(1-e^{-v})}
=\frac{2L_D^2v}{1-e^{-v}},$$

because the first moment of the total space charge is $qN\int x(1-n/N)\,dx=\varepsilon\psi$, by the same integration as in (7). For $v\gg1$ the variance is $2L_D^2v-2L_D^2(v-1)=2L_D^2$. The standard deviation is therefore $\sqrt2\,L_D$ in this limit: more reverse bias moves the edge but does not sharpen it.

## Worked example in silicon

Take n-type silicon with relative permittivity 11.7, $N=10^{16}$ cm$^{-3}$, a barrier of 0.70 eV and $T=300$ K. These are rough values for a nickel-silicide-like contact. The thermal voltage is 25.852 mV, $L_D=40.88$ nm and $\zeta=0.2053$ eV. At 2.00 V reverse bias,

$$\psi=0.7000-0.2053+2.0000=2.4947\ \mathrm{V},\qquad
v=\frac{2.4947}{0.025852}=96.50 .$$

Poisson's equation was integrated numerically for two biases 10 mV apart, centred on this value. Making the metal 10 mV more negative changes its charge by $-0.18334$ nC/cm$^2$, so

$$C=\frac{-0.18334\ \mathrm{nC/cm^2}}{-0.010000\ \mathrm V}
=18.33\ \mathrm{nF/cm^2}.$$

With $\varepsilon=1.0359\times10^{-12}$ F/cm, $\varepsilon/C=5.650\times10^{-5}$ cm, or 565.0 nm. Direct quadrature of $x\Delta\rho$ and $\Delta\rho$ also gives 565.0 nm, as does (12). The sharp-edge width is 568.0 nm, about 0.5% above the centroid. The computed standard deviation is 57.8 nm, in agreement with $\sqrt2\times40.88$ nm. The edge is thus smeared over roughly a tenth of the width while its centroid remains well defined.

A finite swing from 1 V to 3 V reverse gives 552.8 nm by both routes. This differs from 565.0 nm because the secant capacitance averages $C$ over the voltage interval. For $v\gg1$ write $\bar x^2=b(\psi-V_T)$, with $b=2\varepsilon/(qN)$. Then

$$\frac{\varepsilon}{C_{\rm sec}}
=\frac{\int d\psi}{\int d\psi/\bar x}
=\frac{(\bar x_2^2-\bar x_1^2)/b}{2(\bar x_2-\bar x_1)/b}
=\frac{\bar x_1+\bar x_2}{2}.$$

Scaling 565.0 nm by the square root of $\psi-V_T$ gives end widths of 435.8 and 669.8 nm, whose mean is 552.8 nm.

At a band bending of only 0.060 V, $v=2.32$, and the sharp-edge width of 88.1 nm is 15% above the centroid. Both $\varepsilon/C$ and the centroid are 76.4 nm. This case examines the electrostatics only. With the 0.70 eV barrier, thermionic emission at this band bending would give a current of some hundreds of A/cm$^2$, far too much for a clean capacitance measurement.

## Nonuniform doping and deep donors

Let the donor density rise smoothly from $10^{16}$ to $3\times10^{16}$ cm$^{-3}$ between 150 and 400 nm. At a band bending of 1.50 V, both $\varepsilon/C$ and the centroid are 336.4 nm, inside the grade. The fixed donors cancel in (4), although they shape the electron response.

A deep donor separates the centroid from the electron edge. Add $10^{16}$ cm$^{-3}$ of deep donors to uniform silicon with the same density of shallow donors. They are neutral when filled, half filled at an electron density of $10^{10}$ cm$^{-3}$, and assumed to follow the bias by exchanging electrons with the conduction band only. This is a simplification: such a level lies near midgap, and in a real reverse-biased diode hole emission to the valence band can keep part of it filled. With equal capture coefficients for electrons and holes, about half would stay filled over most of the depleted region, and the centroid found below would move to about 455 to 460 nm. That figure depends strongly on the capture coefficients: a hole-to-electron ratio of 0.1 gives about 400 nm, and a ratio of 10 about 550 nm. The band bending is held at 2.4947 V. The charge change then has two layers:

- the trap layer has mean position 282.9 nm and carries half of the change;
- the electron layer has mean position 488.9 nm and carries the other half.

The equal shares follow from translation. A shift $\delta x$ uncovers $N\delta x$ shallow donors and empties $N_t\delta x$ deep ones, and here $N=N_t$. The centroid is

$$\bar x=\tfrac12(282.9+488.9)=385.9\ \mathrm{nm},$$

equal to the computed $\varepsilon/C$. At this point the density of changing charge is 3% of its peak. Calling 385.9 nm the depletion edge would misplace the mean electron response by 103 nm.

Traps that are too slow to follow a small test signal drop out of $\delta\rho$, and (1) then gives the centroid of the charge that does respond. The trap above is slow: for a capture cross-section of $10^{-15}$ cm$^2$ it emits at roughly 200 s$^{-1}$. The value 385.9 nm is then seen only below about 10 Hz, and at 1 MHz $\varepsilon/C$ is 488.9 nm, the mean of the electron layer. If some charge responds with a phase lag, $\varepsilon\delta V/\delta Q_m$ is a complex moment. The length found from the in-phase capacitance alone need not equal its real part.

## Nonuniform permittivity

If $\varepsilon$ depends on $x$, the displacement obeys $d\Delta D/dx=\Delta\rho$, while $\Delta E=\Delta D/\varepsilon(x)$. Replace the multiplier $x$ in the proof by

$$s(x)=\int_0^x\frac{dx'}{\varepsilon(x')}.$$

Since $s(0)=0$ and $\Delta D(L)=0$,

$$\int_0^L s\,\Delta\rho\,dx
=-\int_0^L\frac{\Delta D}{\varepsilon}\,dx=-\Delta V.$$

Division by (6) gives

$$\frac1C=\frac{\int_0^L s\,\Delta\rho\,dx}{\int_0^L\Delta\rho\,dx}. \tag{13}$$

For constant $\varepsilon$, $s=x/\varepsilon$ and (1) returns. Otherwise the capacitance gives a weighted mean, not in general a geometric centroid.

As an illustration, let the relative permittivity fall smoothly from 16.0 at the metal to 11.7 at 500 nm, with uniform doping, the same band bending, and no grading of affinity or density of states. The centroid is 621.8 nm. Using the bulk permittivity in $\varepsilon/C$ gives 549.2 nm, which is 12% too small; using the surface value gives 751.0 nm, which is 21% too large. Equation (13) holds: $\varepsilon_0/C$ and the mean of $\varepsilon_0s$ are both 46.94 nm.

A thin interfacial oxide is a special case. For thickness $d$ and permittivity $\varepsilon_{ox}$, with all the balancing charge beyond it, $s=d/\varepsilon_{ox}+(x-d)/\varepsilon$. Hence

$$\frac{\varepsilon}{C}=\bar x+
\left(\frac{\varepsilon}{\varepsilon_{ox}}-1\right)d, \tag{14}$$

where $\bar x$ is still measured from the metal.

## Real contacts

The example's doping and barrier are ordinary for a silicon Schottky diode, but a real contact is not an ideal metal face of infinite area. The following effects disturb the identity or its use, with sizes relative to 565 nm:

- An oxide 1.0 nm thick with relative permittivity 3.9 adds 2.0 nm to $\varepsilon/C$ beyond the centroid, by (14). This is 0.35%.
- Metal charge centred a rough 0.05 nm behind the face adds about 0.6 nm, or 0.1%, if the metal's background permittivity is that of vacuum.
- For a contact radius of 250 µm, the width-to-radius ratio is 0.0023. This sets the scale of the perimeter effect. A two-dimensional solution at a straight edge, with fringing through the air neglected, raises $C$ by about 0.3% and so shortens the apparent length by about 1.6 nm.
- A series resistance $R$ for unit area gives the admittance $i\omega C/(1+i\omega RC)$, and so a parallel capacitance $C/(1+\omega^2R^2C^2)$. A 500 µm wafer with mobility 1200 cm$^2$/Vs has $R=0.026$ ohm cm$^2$. At 1 MHz the loss is $9\times10^{-6}$ of $C$.

The oxide's error exceeds that of the metal charge; the perimeter error is of similar size to the oxide's and opposite in sign. Area can matter more: since $\bar x=\varepsilon A/C_{\rm total}$ and $A=\pi r^2$, a 1% error in radius gives a 2% error in length, about 11 nm here. The permittivity matters as much: taking 11.9 instead of 11.7 for silicon raises the length read from a measured $C$ by 1.7%, about 10 nm, and raises the computed 565.0 nm by about 5 nm.

Other effects change the charge profile without breaking (1), provided their charge is counted and follows the bias. The estimated neutral donor fraction is 0.4%. The ratio of bulk electrons to the band density of states is $3.6\times10^{-4}$, so degeneracy is weak. The zero-bias hole density at the metal is roughly $2\times10^{-4}$ of the donor density. At 400 K, with barrier, reverse bias, permittivity and effective mass held fixed, the width falls to 554.4 nm, or by 1.9%; $\varepsilon/C$ and the centroid move together.

The peak field is 0.087 MV/cm, against a rough breakdown field of 0.4 MV/cm. Image-force lowering is 33 meV, and the characteristic tunnelling energy is 1.1 meV, well below $kT$. These two affect chiefly the current. Conduction current must be separated from the charging current before $C$ is inserted in (1).

## A caution for numerical work

On a uniform mesh $x_i=ih$, $i=0,\ldots,M$, with $L=Mh$, the usual three-point equation for the change is

$$\Delta\rho_i=-\frac{\varepsilon}{h^2}
(\Delta\phi_{i+1}-2\Delta\phi_i+\Delta\phi_{i-1}).$$

Multiply by $x_ih=ih^2$ and sum over $i=1,\ldots,M-1$. The coefficient of each potential away from the ends is $(i-1)-2i+(i+1)=0$, which leaves

$$\sum_{i=1}^{M-1}x_i\Delta\rho_i h
=-\varepsilon(\Delta\phi_0-\Delta\phi_M)
-\varepsilon L\frac{\Delta\phi_M-\Delta\phi_{M-1}}{h}.$$

This is the discrete form of (7) for any $h$. If the metal charge is taken from the first mesh interval, its balance with the summed charge is equally independent of $h$. Agreement between $\varepsilon/C$ and the centroid in such a scheme therefore does not show that the mesh resolves the electron edge. Equation (12) supplies a separate comparison for uniform doping, and it exposes a coarse mesh: with $h=100$ nm in the worked example, $\varepsilon/C$ and the centroid agree at 561.0 nm, while (12) gives 565.0 nm.

## Computed results

```
Temperature: 300 K; relative permittivity: 11.7
Donor density: 1.0e+16 cm^-3; barrier: 0.70 eV
Reverse bias: 2.00 V; total swing: 10.0 mV
Thermal voltage: 25.852 mV; Debye length: 40.88 nm
Conduction-band density of states: 2.816e+19 cm^-3
Bulk band edge minus Fermi level: 0.2053 eV
Zero-bias band bending: 0.4947 V; at bias: 2.4947 V
Main voltage change, metal to bulk: -10.0000 mV
Main metal charge change: -0.18334 nC/cm^2
Main capacitance: 18.3343 nF/cm^2
Main permittivity/capacitance: 565.0277 nm
Main charge-change centroid: 565.0277 nm
Main first-integral width: 565.0280 nm
Main sharp-edge width without thermal correction: 567.98 nm
Main standard deviation of charge change: 57.82 nm
1 V to 3 V reverse, permittivity/capacitance: 552.7886 nm
1 V to 3 V reverse, centroid: 552.7886 nm
Weak bending: 0.060 V; sharp-edge width: 88.09 nm
Weak bending, permittivity/capacitance: 76.3768 nm
Weak bending, centroid: 76.3768 nm
Graded doping: 1e16 to 3e+16 cm^-3 over 150 to 400 nm
Graded doping, band bending: 1.50 V
Graded doping, permittivity/capacitance: 336.3610 nm
Graded doping, centroid: 336.3610 nm
Deep-donor density: 1.0e+16 cm^-3
Deep-donor half-filling electron density: 1.0e+10 cm^-3
Deep donor, permittivity/capacitance: 385.8981 nm
Deep donor, total centroid: 385.8981 nm
Deep donor, trap mean: 282.91 nm; electron mean: 488.89 nm
Deep donor, trap share of charge change: 0.5000 (no unit)
Deep donor, density at centroid/peak density: 0.0300 (no unit)
Graded permittivity: 16.0 to 11.7 over 0 to 500 nm (no unit)
Graded permittivity, centroid: 621.76 nm
Graded permittivity, bulk value/capacitance: 549.17 nm
Graded permittivity, surface value/C: 751.01 nm
Graded permittivity, vacuum permittivity/C: 46.93802 nm
Graded permittivity, weighted charge mean: 46.93802 nm
Peak field: 0.0874 MV/cm; rough breakdown: 0.4 MV/cm
Image-force lowering: 32.8 meV
Tunnelling energy: 1.065 meV (rough mass 0.26 m_e)
Oxide: 1.0 nm, relative permittivity 3.9
Oxide excess of permittivity/C over centroid: 2.00 nm
Metal screening: 0.05 nm; added apparent width: 0.58 nm
Contact radius: 250 um; width/radius: 0.00226
Wafer: 500 um; mobility: 1200 cm2/Vs
Series resistance: 0.0260 ohm cm^2; frequency: 1.0 MHz
Relative parallel-capacitance loss: 8.98e-06 (no unit)
Zero-bias surface holes/donors: 2.21e-04 (no unit)
Bulk electrons/band density: 3.55e-04 (no unit)
Estimated neutral donor fraction: 0.0040 (no unit)
Width at 400 K, same barrier: 554.41 nm
```
